# Sasaki–Shibuya transverse velocity in silicon for a field in (001): test program

```python
# Sasaki-Shibuya transverse velocity in n-type silicon, field F in the (001) plane.
# Result under test:
#   v_perp = -(e F/2) sin(2 theta) (1/m_t - 1/m_l) (n_x tau_x - n_y tau_y)
# theta: angle of F from [100]; v_perp: velocity along (-sin theta, cos theta, 0);
# n_i: population of valley pair i (sum 1); tau_i: momentum relaxation time,
# defined by mean momentum = -e tau_i F; m_l, m_t: valley masses.
# v_perp must vanish for F along [100] and [110].
# Two models are solved: a Maxwellian with its own temperature in each valley pair,
# and a Monte Carlo solution of the Boltzmann equation with the same collisions.
# Energies are in eV, masses in free-electron masses, all else in SI inside the code.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, root
from scipy.special import kve

E, M0, HBAR = sc.e, sc.m_e, sc.hbar
KB = sc.k / E
SPEED = np.sqrt(E / M0)              # velocity unit for momenta in sqrt(m0 eV)

# Rough typical silicon parameters
ML, MT = 0.92, 0.19
DENSITY, SOUND, ACOUSTIC_POTENTIAL = 2330.0, 9.0e3, 9.0
WF, DF, ZF = 0.055, 3.0e10, 4        # f phonon: eV, eV/m, final valleys
WG, DG, ZG = 0.060, 1.1e11, 1        # g phonon: eV, eV/m, final valleys
NONPARABOLICITY = 0.5                # 1/eV
DOPING = 1.0e20                      # 1/m^3
FIELD, LATTICE_T, ANGLE = 2.0e5, 77.0, 22.5

MD = (ML * MT**2) ** (1 / 3)
MASS = np.full((3, 3), MT) + np.eye(3) * (ML - MT)   # row: valley, column: direction
ANISO = 1 / MT - 1 / ML


def phonon_coefficient(w, d, z):
    return ((d * E)**2 * (MD * M0)**1.5 * z * np.sqrt(E)
            / (np.sqrt(2) * np.pi * DENSITY * HBAR**2 * w * E))


CF = phonon_coefficient(WF, DF, ZF)
CG = phonon_coefficient(WG, DG, ZG)


def acoustic_coefficient(tl):
    return (np.sqrt(2) * (MD * M0)**1.5 * sc.k * tl * (ACOUSTIC_POTENTIAL * E)**2
            * np.sqrt(E) / (np.pi * HBAR**4 * DENSITY * SOUND**2))


def occupation(w, tl):
    return 1 / np.expm1(w / (KB * tl))


def collision_rates(e, tl):
    """Rates: acoustic, g absorption, g emission, f absorption, f emission."""
    ng, nf = occupation(WG, tl), occupation(WF, tl)
    return np.array([acoustic_coefficient(tl) * np.sqrt(e),
                     CG * ng * np.sqrt(e + WG),
                     CG * (ng + 1) * np.sqrt(np.maximum(e - WG, 0)),
                     CF * nf * np.sqrt(e + WF),
                     CF * (nf + 1) * np.sqrt(np.maximum(e - WF, 0))])


U = (np.arange(4000) + 0.5) * np.sqrt(2.0) / 4000    # square root of energy
EGRID = U**2


def absorption_moments(w, kt):
    """Maxwellian means of sqrt(e+w) and e sqrt(e+w)."""
    z = w / (2 * kt)
    k0, k1 = kve(0, z), kve(1, z)
    norm = 2 / np.sqrt(np.pi) / kt**1.5
    j0 = w * kt / 2 * k1
    j1 = w * kt / 2 * (2 * kt * k1 - w / 2 * (k1 - k0))
    return norm * j0, norm * j1


def valley_averages(t, tl):
    """f rate, energy leaving, energy arriving elsewhere, g loss, tau."""
    t = np.atleast_1d(t)
    kt = KB * t
    nf, ng = occupation(WF, tl), occupation(WG, tl)
    a0, a1 = absorption_moments(WF, kt)
    emit = (nf + 1) * np.exp(-WF / kt)
    rate = CF * a0 * (nf + emit)
    leaving = CF * (nf * a1 + emit * (a1 + WF * a0))
    arriving = CF * (nf * (a1 + WF * a0) + emit * a1)
    b0, _ = absorption_moments(WG, kt)
    gloss = CG * WG * b0 * ((ng + 1) * np.exp(-WG / kt) - ng)
    weight = U**4 * np.exp(-EGRID / kt[:, None])
    life = 1 / collision_rates(EGRID, tl).sum(axis=0)
    tau = (weight * life).sum(axis=1) / weight.sum(axis=1)
    return rate, leaving, arriving, gloss, tau


def acoustic_loss(t, tl):
    return ((1 - tl / t) * 2 * MD * M0 * SOUND**2 / (sc.k * tl)
            * acoustic_coefficient(tl) * 4 / np.sqrt(np.pi) * (KB * t)**1.5)


def directions(angle):
    a = np.radians(angle)
    return (np.array([np.cos(a), np.sin(a), 0.0]),
            np.array([-np.sin(a), np.cos(a), 0.0]))


def solve_valleys(angle, field, tl, with_acoustic=False, offset=(0, 0, 0)):
    """Return populations, temperatures, tau, parallel and transverse velocity."""
    along, across = directions(angle)
    g = (along**2 / MASS).sum(axis=1)

    def common(x):
        t = tl * np.exp(x)
        _, leave, arrive, gloss, tau = valley_averages(t, tl)
        loss = gloss + leave - arrive
        if with_acoustic:
            loss = loss + acoustic_loss(t, tl)
        return (SPEED**2 * field**2 * g.mean() * tau - loss)[0]

    def balance(x):
        t = tl * np.exp(x)
        rate, leave, arrive, gloss, tau = valley_averages(t, tl)
        n = (1 / rate) / (1 / rate).sum()
        heat = SPEED**2 * field**2 * g * tau
        loss = gloss + leave
        if with_acoustic:
            loss = loss + acoustic_loss(t, tl)
        incoming = ((n * arrive).sum() - n * arrive) / 2
        return (n * (heat - loss) + incoming) / (n * heat)

    # (e/m0) F^2 g tau is the heating in eV/s
    x0 = brentq(common, 0.0, 3.5, xtol=1e-13)
    found = root(balance, x0 * (1 + np.array(offset)), tol=1e-12)
    assert np.max(np.abs(balance(found.x))) < 1e-7, "valley balance not solved"
    t = tl * np.exp(found.x)
    rate, _, _, _, tau = valley_averages(t, tl)
    n = (1 / rate) / (1 / rate).sum()
    velocity = np.zeros(3)
    for i in range(3):
        velocity -= n[i] * tau[i] * SPEED**2 * field * (np.diag(1 / MASS[i]) @ along)
    return n, t, tau, velocity @ along, velocity @ across


def transverse_formula(angle, field, ntau_x, ntau_y):
    return (-SPEED**2 * field / 2 * np.sin(2 * np.radians(angle))
            * ANISO * (ntau_x - ntau_y))


def deflection(state):
    return np.degrees(np.arctan(state[4] / state[3]))


# Closed-form phonon averages against quadrature of the collision rates
for test_t in (100.0, 250.0):
    kt = KB * test_t
    norm = 2 / np.sqrt(np.pi) / kt**1.5

    def mean(fun):
        def integrand(e):
            return norm * np.sqrt(e) * np.exp(-e / kt) * fun(e)
        total = 0.0
        for lo, hi in ((0, WF), (WF, WG), (WG, WG + 10 * kt),
                       (WG + 10 * kt, WG + 40 * kt)):
            total += quad(integrand, lo, hi, epsabs=0, epsrel=1e-9, limit=200)[0]
        return total

    def rates_at(e):
        return collision_rates(e, LATTICE_T)

    numeric = [mean(lambda e: rates_at(e)[3] + rates_at(e)[4]),
               mean(lambda e: e * (rates_at(e)[3] + rates_at(e)[4])),
               mean(lambda e: (e + WF) * rates_at(e)[3] + (e - WF) * rates_at(e)[4]),
               mean(lambda e: WG * (rates_at(e)[2] - rates_at(e)[1]))]
    closed = [float(a[0]) for a in valley_averages(test_t, LATTICE_T)[:4]]
    assert np.allclose(numeric, closed, rtol=1e-5, atol=0)

# Acoustic energy loss against a sum over phonon wavevectors with exact kinematics;
# the closed form assumes small phonon energies, hence the ten-percent tolerance.
test_t = 200.0
m, kt = MD * M0, sc.k * test_t
qmax = 6 * np.sqrt(8 * m * kt) / HBAR
q = (np.arange(20000) + 0.5) * qmax / 20000
hw = HBAR * SOUND * q
nq = 1 / np.expm1(hw / (sc.k * LATTICE_T))
integrand = (q**2 / (2 * np.pi**2) * 2 * np.pi / HBAR
             * (ACOUSTIC_POTENTIAL * E)**2 / (2 * DENSITY * SOUND)
             * np.sqrt(m / (2 * np.pi * kt))
             * np.exp(-m * (SOUND - HBAR * q / (2 * m))**2 / (2 * kt))
             * hw * ((nq + 1) * np.exp(-hw / kt) - nq))
loss_sum = integrand.sum() * qmax / 20000 / E
assert abs(loss_sum / acoustic_loss(test_t, LATTICE_T) - 1) < 0.10

# Maxwellian model at the chosen angle
main = solve_valleys(ANGLE, FIELD, LATTICE_T)
n, t, tau, vpar, vperp = main
assert np.isclose(vperp, transverse_formula(ANGLE, FIELD, n[0]*tau[0], n[1]*tau[1]),
                  rtol=1e-9)
assert t[0] < t[1] and n[0] > n[1] and vperp < 0 and vpar < 0
population_part = transverse_formula(ANGLE, FIELD, n[0] * (tau[0] + tau[1]) / 2,
                                     n[1] * (tau[0] + tau[1]) / 2)
time_part = transverse_formula(ANGLE, FIELD, tau[0] * (n[0] + n[1]) / 2,
                               tau[1] * (n[0] + n[1]) / 2)
assert np.isclose(population_part + time_part, vperp, rtol=1e-9)

table_angles = [0.0, 11.25, 22.5, 33.75, 45.0, 67.5]
table = [solve_valleys(a, FIELD, LATTICE_T) for a in table_angles]
assert table[0][0][0] > table[0][0][1]
assert abs(table[0][4]) < 1e-9 * abs(table[0][3])
diagonal = solve_valleys(45.0, FIELD, LATTICE_T, offset=(0.12, -0.10, 0.03))
assert abs(diagonal[4]) < 1e-6 * abs(diagonal[3])
assert np.isclose(table[5][4], -vperp, rtol=1e-5)

# Weak-heating law: cubic in field, sin(4 theta) in angle
weak1 = solve_valleys(22.5, 2e4, 300.0)[4]
weak2 = solve_valleys(22.5, 4e4, 300.0)[4]
weak_angle = solve_valleys(10.0, 2e4, 300.0)[4]
assert abs(weak2 / weak1 / 8 - 1) < 0.03
assert abs(weak_angle / weak1 / np.sin(np.radians(40)) - 1) < 0.01

# Slope of current angle against field angle at [110]
d_lo = deflection(solve_valleys(44.5, FIELD, LATTICE_T))
d_hi = deflection(solve_valleys(45.5, FIELD, LATTICE_T))
current_slope = 1 + (d_hi - d_lo)


def monte_carlo(angles, field, tl, n_sub=20, n_each=125, burn=4000, keep=4000):
    """Independent sub-ensembles; sampled at the end of constant-rate flights."""
    rng = np.random.default_rng(12345)
    groups = len(angles) * n_sub
    group = np.repeat(np.arange(groups), n_each)
    size = group.size
    axis = np.arange(size) % 3
    mass = MASS[axis].T.copy()
    unit = np.array([directions(a)[0] for a in angles])
    force = -field * SPEED * unit[group // n_sub].T
    p = rng.normal(size=(3, size)) * np.sqrt(mass * KB * 2.5 * tl)
    ceiling = 0.6
    gamma = collision_rates(ceiling, tl).sum()
    shift = np.array([0.0, WG, -WG, WF, -WF])
    sums = np.zeros((3, groups * 3))
    highest = 0.0
    for step in range(burn + keep):
        p += force * rng.exponential(1 / gamma, size)
        e = (p * p / mass).sum(axis=0) / 2
        highest = max(highest, e.max())
        if step >= burn:
            label = group * 3 + axis
            sums[0] += np.bincount(label, minlength=groups * 3)
            sums[1] += np.bincount(label, weights=p[0], minlength=groups * 3)
            sums[2] += np.bincount(label, weights=p[1], minlength=groups * 3)
        cumulative = np.cumsum(collision_rates(e, tl), axis=0)
        event = (rng.random(size) * gamma > cumulative).sum(axis=0)
        hit = np.flatnonzero(event < 5)
        kind = event[hit]
        new_e = np.maximum(e[hit] + shift[kind], 0)
        jump = rng.integers(1, 3, hit.size)
        axis[hit] = np.where(kind >= 3, (axis[hit] + jump) % 3, axis[hit])
        mass[:, hit] = MASS[axis[hit]].T
        c = rng.uniform(-1, 1, hit.size)
        phi = rng.uniform(0, 2 * np.pi, hit.size)
        s = np.sqrt(1 - c * c)
        direction = np.array([s * np.cos(phi), s * np.sin(phi), c])
        p[:, hit] = np.sqrt(2 * mass[:, hit] * new_e) * direction
    assert highest < ceiling, "flight rate too small for the sampled energies"
    return sums.reshape(3, len(angles), n_sub, 3), highest


def mean_error(x):
    return x.mean(axis=0), x.std(axis=0, ddof=1) / np.sqrt(len(x))


mc_angles = [0.0, ANGLE, 45.0]
mc, highest_energy = monte_carlo(mc_angles, FIELD, LATTICE_T)
mc_results = []
for k, a in enumerate(mc_angles):
    count, px, py = mc[:, k]
    total = count.sum(axis=1)[:, None]
    share, px, py = count / total, px / total, py / total
    along, across = directions(a)
    vx = SPEED * (px / MASS[:, 0]).sum(axis=1)
    vy = SPEED * (py / MASS[:, 1]).sum(axis=1)
    par = vx * along[0] + vy * along[1]
    perp = vx * across[0] + vy * across[1]
    p_par = px * along[0] + py * along[1]
    p_perp = px * across[0] + py * across[1]
    mc_results.append((share, par, perp, p_par, p_perp))

# Six standard errors are allowed for the sampling noise
for k in (0, 2):
    value, error = mean_error(mc_results[k][2])
    assert abs(value) < 6 * error
share, par, perp, p_par, p_perp = mc_results[1]
value, error = mean_error(p_perp)
assert np.all(np.abs(value) < 6 * error)
ntau = -p_par / (FIELD * SPEED)
predicted = transverse_formula(ANGLE, FIELD, ntau[:, 0], ntau[:, 1])
value, error = mean_error(predicted - perp)
assert abs(value) < 6 * error
mc_perp, mc_perp_error = mean_error(perp)
assert mc_perp < -5 * mc_perp_error
gap, gap_error = mean_error(share[:, 0] - share[:, 1])
assert gap > 5 * gap_error
gap100, gap100_error = mean_error(mc_results[0][0][:, 0] - mc_results[0][0][:, 1])
assert gap100 > 5 * gap100_error

# Sizes of neglected effects
with_loss = solve_valleys(ANGLE, FIELD, LATTICE_T, with_acoustic=True)
room = solve_valleys(ANGLE, FIELD, 300.0)
room_high = solve_valleys(ANGLE, 1e6, 300.0)
mean_energy = 1.5 * KB * (n * t).sum()
state_density = 12 * (MD * M0 * sc.k * LATTICE_T / (2 * np.pi * HBAR**2))**1.5
ohmic_tau = valley_averages(LATTICE_T, LATTICE_T)[4][0]
ohmic_mobility = SPEED**2 * ohmic_tau * (1 / ML + 2 / MT) / 3
g = (directions(ANGLE)[0]**2 / MASS).sum(axis=1)
f_rates = valley_averages(t, LATTICE_T)[0]


def triple(x, digits=4):
    return " ".join(f"{v:.{digits}f}" for v in x)


print(f"field {FIELD/1e5:.1f} kV/cm, lattice {LATTICE_T:.0f} K, angle {ANGLE} deg")
print(f"masses m_l, m_t, m_d: {ML} {MT} {MD:.4f} m0")
print(f"density {DENSITY/1000:.2f} g/cm3, sound speed {SOUND*100:.1e} cm/s")
print(f"acoustic deformation potential {ACOUSTIC_POTENTIAL:.1f} eV")
print(f"f phonon {WF*1000:.0f} meV, coupling {DF/100:.1e} eV/cm")
print(f"g phonon {WG*1000:.0f} meV, coupling {DG/100:.1e} eV/cm")
print(f"ohmic mobility, model: {ohmic_mobility*1e4:.0f} cm2/Vs")
print("MAXWELLIAN MODEL, valley pairs in order x y z")
print(f"g_i: {triple(g)} 1/m0")
print(f"temperatures: {triple(t, 1)} K")
print(f"f transfer rates: {triple(f_rates/1e12)} 1/ps")
print(f"populations: {triple(n)}")
print(f"tau: {triple(tau*1e12)} ps")
print(f"v_parallel: {vpar*100:.4e} cm/s")
print(f"v_perp: {vperp*100:.4e} cm/s = {vperp/1000:.3f} km/s")
print(f"population part of v_perp: {population_part*100:.4e} cm/s")
print(f"relaxation-time part: {time_part*100:.4e} cm/s")
print(f"deflection of current: {deflection(main):.3f} deg")
print("angle(deg)  n_x  n_y  n_z  v_perp(cm/s)")
for a, state in zip(table_angles, table):
    shown = 0.0 if abs(state[4]) < 1e-6 * abs(state[3]) else state[4] * 100
    print(f"{a:5.2f}  {triple(state[0])}  {shown:.3e}")
print(f"[110], asymmetric start: |v_perp/v_par| {abs(diagonal[4]/diagonal[3]):.1e}")
print(f"slope of current angle with field angle at [110]: {current_slope:.3f}")
print(f"weak field, 300 K: v_perp(0.4)/v_perp(0.2 kV/cm) {weak2/weak1:.3f}")
print(f"weak field: v_perp(10 deg)/v_perp(22.5 deg) {weak_angle/weak1:.4f}")
print("MONTE CARLO, value and standard error")
for a, result in zip(mc_angles, mc_results):
    print(f"{a:.1f} deg populations: {triple(result[0].mean(axis=0))}")
    pv, pe = mean_error(result[1])
    tv, te = mean_error(result[2])
    print(f"  v_parallel {pv*100:.3e} +- {pe*100:.1e} cm/s")
    print(f"  v_perp {tv*100:.3e} +- {te*100:.1e} cm/s")
print(f"v_perp from formula with sampled n*tau: {predicted.mean()*100:.3e} cm/s")
mc_deflection = np.degrees(np.arctan(mc_perp / par.mean()))
print(f"deflection at {ANGLE} deg: {mc_deflection:.2f} deg")
print(f"Maxwellian/Monte Carlo v_perp: {vperp/mc_perp:.3f}")
print("NEGLECTED EFFECTS")
print(f"v_perp with acoustic energy loss: {with_loss[4]*100:.4e} cm/s")
print(f"mean energy {mean_energy*1000:.1f} meV")
print(f"nonparabolicity {NONPARABOLICITY} 1/eV, 2*alpha*energy "
      f"{2*NONPARABOLICITY*mean_energy:.3f}")
print(f"density/effective density of states at {DOPING/1e6:.0e} cm-3: "
      f"{DOPING/state_density:.1e}")
print(f"highest sampled energy: {highest_energy:.3f} eV")
print(f"300 K, same field: v_perp {room[4]*100:.3e} cm/s, "
      f"deflection {deflection(room):.3f} deg")
print(f"300 K, 10 kV/cm: v_perp {room_high[4]*100:.3e} cm/s, "
      f"deflection {deflection(room_high):.3f} deg")
print("done: every assertion held")
```

Output:

```
field 2.0 kV/cm, lattice 77 K, angle 22.5 deg
masses m_l, m_t, m_d: 0.92 0.19 0.3214 m0
density 2.33 g/cm3, sound speed 9.0e+05 cm/s
acoustic deformation potential 9.0 eV
f phonon 55 meV, coupling 3.0e+08 eV/cm
g phonon 60 meV, coupling 1.1e+09 eV/cm
ohmic mobility, model: 23144 cm2/Vs
MAXWELLIAN MODEL, valley pairs in order x y z
g_i: 1.6985 4.6516 5.2632 1/m0
temperatures: 229.2 292.5 301.9 K
f transfer rates: 0.1033 0.1967 0.2117 1/ps
populations: 0.4967 0.2609 0.2423
tau: 1.6514 1.2866 1.2421 ps
v_parallel: -1.5967e+07 cm/s
v_perp: -2.5172e+06 cm/s = -25.172 km/s
population part of v_perp: -1.7994e+06 cm/s
relaxation-time part: -7.1786e+05 cm/s
deflection of current: 8.959 deg
angle(deg)  n_x  n_y  n_z  v_perp(cm/s)
 0.00  0.5824 0.2088 0.2088  0.000e+00
11.25  0.5567 0.2237 0.2196  -1.969e+06
22.50  0.4967 0.2609 0.2423  -2.517e+06
33.75  0.4289 0.3097 0.2614  -1.629e+06
45.00  0.3657 0.3657 0.2685  0.000e+00
67.50  0.2609 0.4967 0.2423  2.517e+06
[110], asymmetric start: |v_perp/v_par| 3.7e-17
slope of current angle with field angle at [110]: 0.499
weak field, 300 K: v_perp(0.4)/v_perp(0.2 kV/cm) 7.953
weak field: v_perp(10 deg)/v_perp(22.5 deg) 0.6428
MONTE CARLO, value and standard error
0.0 deg populations: 0.5366 0.2303 0.2331
  v_parallel -7.779e+06 +- 2.4e+04 cm/s
  v_perp -6.781e+03 +- 2.3e+04 cm/s
22.5 deg populations: 0.4621 0.2756 0.2623
  v_parallel -8.809e+06 +- 1.8e+04 cm/s
  v_perp -1.298e+06 +- 3.0e+04 cm/s
45.0 deg populations: 0.3623 0.3587 0.2789
  v_parallel -9.538e+06 +- 1.4e+04 cm/s
  v_perp -1.175e+04 +- 1.7e+04 cm/s
v_perp from formula with sampled n*tau: -1.280e+06 cm/s
deflection at 22.5 deg: 8.38 deg
Maxwellian/Monte Carlo v_perp: 1.940
NEGLECTED EFFECTS
v_perp with acoustic energy loss: -2.5503e+06 cm/s
mean energy 34.0 meV
nonparabolicity 0.5 1/eV, 2*alpha*energy 0.034
density/effective density of states at 1e+14 cm-3: 2.8e-05
highest sampled energy: 0.233 eV
300 K, same field: v_perp -3.257e+04 cm/s, deflection 0.565 deg
300 K, 10 kV/cm: v_perp -6.554e+05 cm/s, deflection 3.849 deg
done: every assertion held
```
